# Why the self-consistent Born approximation has no deep band tail

**The argument under review.** The manuscript treats electrons in an amorphous oxide film as carriers of a parabolic band in a random potential. It computes the density of states in the self-consistent Born approximation (SCBA), finds none below a certain energy, and concludes that disorder creates no states there, so that any found in a device must come from chemical defects. The reason offered is that the self-energy is self-consistent and contains the potential to infinite order.

The calculation can be accepted; the inference cannot. Infinite order is not the same as all terms of each order, and the missing terms matter here.

**1. What the SCBA equation implies**

Take a simple cubic lattice of cell length $a$, with hopping $t=\hbar^2/2ma^2$ and clean band energy $\varepsilon_{\mathbf q}=2t\sum_i(1-\cos q_i)$, $\mathbf q=\mathbf ka$. Energies are measured from the clean band bottom. The cell energies $V_i$ are independent Gaussian variables of zero mean and variance $\sigma^2$. This is white noise of strength $\gamma=\sigma^2a^3$ with a short-distance cutoff, which three dimensions require, as shown below.

Averaging pairs the factors of $V$, and a pair is nonzero if both act on the same cell. The SCBA keeps the pairings whose connecting lines do not cross. The self-energy is then one pair enclosing the full averaged propagator:
$$\Sigma=\sigma^2G,\qquad G=\int\!\frac{d^3q}{(2\pi)^3}\,\frac{1}{E-\Sigma-\varepsilon_{\mathbf q}} .$$
Define $F_n(w)=\int\frac{d^3q}{(2\pi)^3}(\varepsilon_{\mathbf q}+w)^{-n}$ and write $E-\Sigma=-w$. Then $G=-F_1(w)$, and
$$E(w)=-w-\sigma^2F_1(w),\qquad E'(w)=-1+\sigma^2F_2(w),\qquad E''(w)=-2\sigma^2F_3(w)<0 .$$
Since $F_2$ falls from infinity at $w\to0$ to zero at $w\to\infty$, $E(w)$ has a single maximum $E_{\rm edge}=E(w_0)$, where $\sigma^2F_2(w_0)=1$.

For every $E<E_{\rm edge}$ there is a real root with $w>w_0$. A second one, with $0<w<w_0$, exists only for $E>-\sigma^2F_1(0)$, since $F_1(0)$ is finite in three dimensions. To select the physical root, replace $E$ by $E+i\eta$ and put $z=-w$. Because $dE/dz=1-\sigma^2F_2$, the root with $w>w_0$ acquires a positive imaginary part of $z$, as a retarded propagator requires.

No other retarded solution competes with it. The imaginary part of the SCBA equation is $\eta=\operatorname{Im}z\,[1-\sigma^2\langle|z-\varepsilon|^{-2}\rangle]$, with $\langle\cdot\rangle$ the zone average, so every solution with $\operatorname{Im}z>0$ has $\sigma^2\langle|z-\varepsilon|^{-2}\rangle<1$. Subtracting the equations of two different solutions gives $1=\sigma^2\langle[(z_1-\varepsilon)(z_2-\varepsilon)]^{-1}\rangle$, whose right side is below 1 in modulus by the Cauchy–Schwarz inequality. This is a contradiction. As $\eta\to0$, $G$ is therefore real below the edge, and the SCBA density there is zero.

Just above the edge, with $\delta=E-E_{\rm edge}$, the expansion $\delta=-\sigma^2F_3(w_0)(w-w_0)^2$ makes $w$ complex. Since $G=(E+w)/\sigma^2$,
$$\rho=-\frac{\operatorname{Im}G}{\pi}=\frac{1}{\pi\sigma^2}\sqrt{\frac{\delta}{\sigma^2F_3(w_0)}} .$$

**2. The edge in the long-wave limit**

For $w\ll t$, small $q$ dominates the change of $F_1$, so $\varepsilon\simeq tq^2$:
$$F_1(0)-F_1(w)\simeq\frac{1}{2\pi^2}\int_0^\infty\!dq\,\frac{w}{t(tq^2+w)}=\frac{\sqrt w}{4\pi t^{3/2}} .$$
With $W=tF_1(0)=0.2527$ and $w=t\kappa^2a^2$, completing the square gives
$$E=-\frac{\sigma^2W}{t}+t\kappa_0^2a^2-ta^2(\kappa-\kappa_0)^2,\qquad \kappa_0a=\frac{\sigma^2}{8\pi t^2}.$$
The first two terms are $E_{\rm edge}$. Above it $\kappa=\kappa_0-i\sqrt{\delta/t}/a$, and $G\simeq-W/t+\kappa a/4\pi t$ yields
$$\rho=\frac{1}{4\pi^2t}\sqrt{\frac{\delta}{t}}$$
per cell and spin. The clean band has $q^3/6\pi^2$ states per cell below $E=tq^2$, whose derivative is the same function of $E$. For $\kappa_0a\ll1$ and $\delta\ll t$, the SCBA thus moves the clean band rigidly and adds no tail.

At fixed $\gamma$ the shift $-\sigma^2W/t$ grows as $1/a$, so the absolute edge needs a cutoff. By contrast $\kappa_0=\gamma m^2/2\pi\hbar^4$ does not depend on $a$.

**3. An exactly solvable comparison**

In one dimension no cutoff is needed. With $\hbar^2/2m=1$, $F_1=1/(2\sqrt w)$ and $E(w)=-w-\gamma/(2\sqrt w)$. The maximum is at $w_0=(\gamma/4)^{2/3}$, where $\gamma=4w_0^{3/2}$ makes the second term $-2w_0$. Hence $E_{\rm edge}=-3(\gamma/4)^{2/3}$, which is $-1.19$ for $\gamma=1$.

The true number of states per length below $E$, $N(E)$, equals the density of nodes of $\psi$. The variable $p=\psi'/\psi$ obeys $p'=V-E-p^2$ and runs to $-\infty$ at each node, returning from $+\infty$. Its stationary distribution $P(p)$ therefore carries a flux $N$:
$$(p^2+E)P+\frac{\gamma}{2}\frac{dP}{dp}=N,\qquad P(p)=\frac{2N}{\gamma}\int_{-\infty}^{p}\!dq\,e^{-\frac{2}{\gamma}[\Phi(p)-\Phi(q)]},\qquad \Phi(p)=\frac{p^3}{3}+Ep .$$
Normalize $P$ with $u=p-q$ and $s=(p+q)/2$. Then $\Phi(p)-\Phi(q)=us^2+u^3/12+Eu$, and the integral over $s$ gives $\sqrt{\pi\gamma/2u}$:
$$\frac1N=\sqrt{\frac{2\pi}{\gamma}}\int_0^\infty\!\frac{du}{\sqrt u}\,\exp\!\left[-\frac2\gamma\left(\frac{u^3}{12}+Eu\right)\right].$$
This integral is finite for every $E$, so $N$ never vanishes. For deep negative $E$ the integrand peaks at $u=2\sqrt{|E|}$. There the exponent is $8|E|^{3/2}/3\gamma$ and its curvature has magnitude $2\sqrt{|E|}/\gamma$, so
$$N\simeq\frac{\sqrt{|E|}}{\pi}\exp\!\left(-\frac{8|E|^{3/2}}{3\gamma}\right).$$

For $\gamma=1$, the exact $N$ at the SCBA edge is $9.67\times10^{-3}$ per unit length, and at $E=-2$ it is $2.28\times10^{-4}$. Direct node counting in random chains gave $9.64\times10^{-3}$ and $2.4\times10^{-4}$.

The exponent identifies the states. A potential profile $V(x)$ has Gaussian weight $\exp(-\int V^2dx/2\gamma)$. Making this cost stationary at fixed ground level $-\kappa^2$ requires $V\propto-\psi^2$, which is solved by $\psi\propto\operatorname{sech}\kappa x$ and $V=-2\kappa^2\operatorname{sech}^2\kappa x$. Its cost is $(4\kappa^4/2\gamma)(4/3\kappa)=8\kappa^3/3\gamma$, the exponent found above with $\kappa^2=|E|$. At $E=-1$, $\gamma=1$ this is 2.667; the cheapest of five Gaussian-shaped wells with the same level cost 2.673. The deep tail consists of levels in rare wells.

**4. No lower edge in three dimensions either**

Take the cells of one checkerboard sublattice. No two are neighbours, so the Hamiltonian restricted to them is diagonal, with entries $6t+V_i$. By Cauchy interlacing, the full Hamiltonian has at least as many levels below $E$ as this restriction. Per cell and spin,
$$N(E)\ge\frac12\,\Phi_{\rm n}\!\left(\frac{E-6t}{\sigma}\right),$$
where $\Phi_{\rm n}$ is the normal distribution function. The bound is positive at every energy, however low. It is not an estimate of $N$, since it ignores wells that lower their kinetic energy by spreading over neighbouring cells.

**5. Where the wells were lost**

Consider one isolated site. All pairings of $2n$ factors number $(2n-1)!!=1,3,15,105,945$ for $n=1$ to 5, and reproduce the Gaussian moments. The non-crossing ones number $1,2,5,14,42$. Correspondingly, $G=1/(E-\sigma^2G)$ gives a semicircle ending at $\pm2\sigma$, although the site energy is unbounded. The omitted crossings carry the weight of large $|V|$.

Two interventions test this reading. First, replace each Gaussian energy by $\pm\sigma$ with the same sign. The SCBA is unchanged, since it uses the variance alone, but single deep cells are gone. The outcome is given with the film below.

Second, give each site $M$ orbitals and a random Hermitian matrix with $\langle V_{ab}V_{cd}\rangle=(\sigma^2/M)\delta_{ad}\delta_{bc}$. At fourth order a non-crossing pairing has $M^2$ free index choices, which cancel the factor $M^{-2}$. The crossed pairing has one, and is smaller by $M^{-2}$. The SCBA equation stays the same. In a chain with $\sigma=t$, the fraction of states below the SCBA edge fell from $1.2\times10^{-2}$ at $M=1$ to $2.4\times10^{-3}$ at $M=4$ and $5\times10^{-4}$ at $M=16$. The fraction falls roughly as $1/M$, so the number of such states per site, $1.2$, $1.0$ and $0.9\times10^{-2}$, hardly changes; the edge sharpens relative to the total number of states. In that sense the sharp edge suits a system with many orbitals per site, mixed by independent random matrix elements, not a single conduction band.

**6. The film**

I take rough values in the regime of amorphous In-Ga-Zn oxide: mass $0.34\,m_e$, $\sigma=100$ meV, and $a=1.5$ nm standing for medium-range disorder. Then $t=49.8$ meV, $\sigma/t=2.008$ and $\kappa_0a=2.008^2/8\pi=0.160$. The long-wave formula gives
$$E_{\rm edge}\simeq-\frac{100^2\times0.2527}{49.8}+49.8\times0.160^2\simeq-50.7+1.3\simeq-49\ {\rm meV},$$
and the full lattice SCBA also gives $-49$ meV. At 25 meV above the edge, the SCBA density is $2.4\times10^{20}$ eV$^{-1}$cm$^{-3}$ with both spins, 13 % above the rigidly moved parabola. Since $G=-F_1$, the excess comes from the terms dropped from $F_1$: neither $\delta/t\simeq0.5$ nor $\kappa_0a=0.16$ is very small.

The true levels were counted in a random bar of 57,600 cells with a $12\times12$ cross-section. Below the SCBA edge lay 236 levels, or
$$\frac{2\times236}{57600\times(1.5\times10^{-7}\,{\rm cm})^3}=2.4\times10^{18}\ {\rm cm^{-3}}.$$
More than 25 meV below it were 74 levels ($7.6\times10^{17}$ cm$^{-3}$), and more than 50 meV below it 26 ($2.7\times10^{17}$ cm$^{-3}$). The counting errors are about 7, 12 and 20 % of these values. The two deeper counts are good to one digit at best: a sample 2.5 times larger gives $5.9\times10^{17}$ and $1.9\times10^{17}$ cm$^{-3}$, while the count at the edge stays at 2.3 to $2.4\times10^{18}$ cm$^{-3}$ for cross-sections from $6\times6$ to $20\times20$. The bound of section 4 gives $7.4\times10^{16}$ cm$^{-3}$ at the edge, satisfied with a wide margin.

Levels just below the edge need not all be rare wells. The first omitted crossing, with all four factors on one cell, adds $\sigma^4G^3=(E+w)^3/\sigma^2$ to the self-energy. At the edge $E+w_0\simeq-48$ meV, so this term is about $-11$ meV and lowers the band as a whole. The parts of the same crossing with the two pairs on different cells, $\sigma^4G_{0j}^3$, have the same sign and bring the shift at the band bottom to about $-15$ meV.

With two-valued disorder the 74 levels became 0. Part of this is a shift of the band: the fourth moment is now $\sigma^4$, below the $2\sigma^4$ the SCBA counts, so the on-site term changes sign and the band moves up, to about $-41$ meV in the single-site (coherent-potential) treatment. The tail is gone even so, for a sample of the same size has no level below $-49$ meV either. That spectrum does have a true edge, at $-\sigma=-100$ meV, approached in large regions where every cell has energy $-\sigma$. Such regions are too rare to appear in this sample. An $8\times8$ bar with Gaussian disorder and the same number of cells gave 68 levels at the 25 meV depth, so the tail there is not produced by the narrow cross-section.

Between 25 and 50 meV the count falls by a factor $e$ per $25/\ln(74/26)\simeq24$ meV. This is a local slope, not evidence for an exponential law. At depth $\delta$ below the edge, the long-wave formula of section 2 gives $\kappa=\kappa_0+\sqrt{\delta/t}/a$. Apart from a factor $1/r$, the averaged propagator then decays over $1/\kappa$, here 1.2 to 0.9 cells, so states at these depths feel the cutoff.

**7. What this says about real films**

The mass is typical of the material. The disorder strength is an assumption, probably on the high side, since potential spreads inferred from transport are, roughly, tens of meV. Real disorder is also correlated, which the cell length imitates crudely. With $a=1.2$ nm at the same $\gamma$, the SCBA edge moves to $-62$ meV, and the density more than 25 meV below it becomes $1.1\times10^{18}$ cm$^{-3}$, higher by 40 to 80 % depending on the sample, since both counts carry errors of 12 to 14 %. These tail densities are model results, not predictions for a measured film.

Other omissions involve energies comparable with the tail depths. Repulsion between two electrons one cell apart is about 96 meV for a rough permittivity of 10, so a well may hold one electron rather than two, halving the capacity. For rough lattice parameters (high-frequency permittivity 4, phonon energy 50 meV), the weak-coupling polaron shift is about $-72$ meV; the rough parameters make that an order of magnitude, and any part common to the edge and the levels below it leaves the tail unchanged. A field of 0.1 MV/cm drops 15 meV across a cell, and the thermal energy at 300 K is 26 meV. Confinement in a 30 nm film, at 1.2 meV, is minor. So is nonparabolicity: 100 meV is about 3 % of a 3.1 eV gap, which in a two-band model changes the density of states by some 8 %.

For the manuscript's conclusion the filling matters most. A carrier density of $10^{18}$ cm$^{-3}$ is 0.41 of the model's states below the SCBA edge, or 0.82 if each level holds only one electron. With the assumed $\sigma=100$ meV, these carriers could at low temperature all occupy states that the SCBA says do not exist. This depends strongly on $\sigma$: in the same bar the states below the SCBA edge number about $6\times10^{17}$ cm$^{-3}$ at 70 meV, $1.5\times10^{17}$ at 50 meV and a few $10^{16}$ at 30 meV. For spreads of a few tens of meV most of these carriers would lie above the edge.

**Recommendation.** The SCBA edge may be reported as a property of the approximation. The statement that disorder leaves no states below it should be withdrawn, and the assignment of such states to chemical defects needs evidence of its own. A tail calculation must retain the rare wells, by direct counting in random samples or by finding the most probable well for each energy. The numerical output gives the main values used here.

## Numbers as computed

```
W, cubic lattice: 0.25273
Weak case sigma/t=0.5, upshift/t: 9.925e-05
  long-wave formula, upshift/t: 9.895e-05
SCBA/rigid density, sigma=t, 0.05t up: 1.0238
1D SCBA edge (gamma=1, model unit): -1.1906
1D states per length at SCBA edge, exact: 9.666e-03
  by node counting: 9.639e-03
1D states per length at E=-2, exact: 2.283e-04
  by node counting: 2.405e-04
1D exact/asymptotic count at E=-4: 0.9864
Well cost at E=-1, sech^2: 2.6667
Well cost at E=-1, best Gaussian tried: 2.6734
All pairings, n=1..5: 1 3 15 105 945
Non-crossing pairings, n=1..5: 1 2 5 14 42
Chain SCBA edge, sigma=t (units of t): -1.1537
  fraction below it, 1 orbitals: 1.15e-02
  fraction below it, 4 orbitals: 2.43e-03
  fraction below it, 16 orbitals: 5.42e-04
Film: mass 0.34 m_e, cell 1.5 nm, sigma 100 meV
Hopping t: 49.80 meV; sigma/t: 2.008
Noise strength gamma: 0.03375 eV^2 nm^3
w0: 1.387 meV
SCBA edge: -49.41 meV
  long-wave formula: -49.46 meV
SCBA density 25 meV above edge: 2.408e+20 /(eV cm3)
  rigidly moved parabola: 2.135e+20 /(eV cm3)
Cells sampled: 57600
States > 0 meV below edge: 236 found, 2.43e+18 cm^-3, error 7 %
  rigorous lower bound: 7.36e+16 cm^-3
States > 25 meV below edge: 74 found, 7.61e+17 cm^-3, error 12 %
  rigorous lower bound: 2.81e+16 cm^-3
States > 50 meV below edge: 26 found, 2.67e+17 cm^-3, error 20 %
  rigorous lower bound: 1.01e+16 cm^-3
Tail e-fold energy, 25 to 50 meV: 23.9 meV
Two-valued disorder, >25 meV below: 0 found
Narrow bar, >25 meV below: 68 found in 57600 cells
Cell 1.2 nm, same gamma: sigma 139.8 meV, edge -62.1 meV
  states > 25 meV below: 54 found, 1.09e+18 cm^-3
Thermal energy at 300 K: 25.9 meV
Confinement in 30 nm film: 1.23 meV
Nonparabolicity, sigma/gap (gap 3.1 eV): 3.2 %
Drop over a cell at 0.1 MV/cm: 15.0 meV
Repulsion at one cell, eps 10: 96 meV
Polaron coupling (eps_fast 4, phonon 50 meV): 1.44
  weak-coupling polaron shift: -72 meV
1e+18 cm^-3 carriers / states below edge: 0.412
```
